\section*{One basis for A+B and A−B: the Stratmann–Scuseria–Frisch eigensolver}

\section{What symmetry fixes}

Linear-response time-dependent density functional theory gives excitation energies $\omega$ through
\begin{equation}
\begin{pmatrix}A&B\\B&A\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}
=\omega\begin{pmatrix}1&0\\0&-1\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}.
\label{eq:casida}
\end{equation}
The orbitals are real and the exchange-correlation kernel does not depend on frequency, so $A$ and $B$ are real, symmetric and independent of $\omega$. Their dimension $n$ is the number of occupied--virtual orbital pairs. Hartree atomic units are used, with energies in hartree (Ha).

The rows of \eqref{eq:casida} are $AX+BY=\omega X$ and $BX+AY=-\omega Y$. Their sum and difference are
\begin{equation}
M_+p=\omega q,\qquad M_-q=\omega p,
\label{eq:pq}
\end{equation}
with $M_\pm=A\pm B$, $p=X+Y$, $q=X-Y$. If $(p,q,\omega)$ is a solution, so is $(p,-q,-\omega)$. Energies therefore come in pairs $\pm\omega$.

For one orbital pair, $M_+=a$ and $M_-=b$ are positive numbers. Put $p=sp'$ and $q=q'/s$. Then \eqref{eq:pq} becomes $(s^2a)p'=\omega q'$ and $(b/s^2)q'=\omega p'$. The energy is the same for $(a,b)$ and $(s^2a,b/s^2)$, so it depends on the product $ab$ alone. As $\omega$, $a$ and $b$ are all energies, $\omega=C\sqrt{ab}$. For $a=b$ the positive solution has $p=q$ and $\omega=a$, which gives $C=1$:
\begin{equation}
\omega=\sqrt{ab}.
\label{eq:one}
\end{equation}
The Stratmann--Scuseria--Frisch method extends this to a subspace: it projects $M_+$ and $M_-$ separately, on the same basis, and combines them afterwards.

\section{One transition of formaldehyde}

Take planar formaldehyde with C at the origin, O at $z=1.21$~\AA\ and H at $y=\pm0.94$~\AA, $z=-0.59$~\AA. The level of theory is PBE0/6-31G*, with five spherical $d$ functions per heavy atom, for singlet excitations. There are 8 occupied and 24 virtual orbitals, so $n=192$. With $i,j$ occupied and $a,b$ virtual,
\begin{align}
A_{ia,jb}&=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+K_{ia,jb}-c\,(ij|ab),\nonumber\\
B_{ia,jb}&=K_{ia,jb}-c\,(ib|ja).
\label{eq:AB}
\end{align}
Here $K$ holds the Coulomb coupling and the semilocal kernel, and $c=0.25$ is the fraction of exact exchange. $K$ cancels in $A-B$, which keeps the orbital gaps and exchange integrals.

As a first basis vector $v$, take the transition with the smallest orbital gap, $0.245146$~Ha. Its diagonal elements are $a=v^TM_+v=0.163398$~Ha and $b=v^TM_-v=0.139161$~Ha. Equation \eqref{eq:one} gives
\begin{equation}
\tilde\omega=\sqrt{0.163398\times0.139161}=0.150793\ \text{Ha}.
\end{equation}
Dense diagonalization of the full $2n\times2n$ problem gives $\omega_1=0.148940$~Ha. One vector is thus too high by $0.00185$~Ha, or $1.2\%$ of $\omega_1$.

\section{Two transitions by hand}

To see why the error is positive, let $M_+=\mathrm{diag}(a_1,a_2)$ and $M_-=\mathrm{diag}(b_1,b_2)$, all entries positive. The exact energies are $\omega_i=\sqrt{a_ib_i}$, numbered so that $\omega_1\le\omega_2$. Project on $v=(\cos\theta,\sin\theta)$, and write $C=\cos^2\theta$, $S=\sin^2\theta$:
\begin{equation}
\tilde\omega^2=(a_1C+a_2S)(b_1C+b_2S).
\end{equation}
Subtract $(\omega_1C+\omega_2S)^2$. The $C^2$ and $S^2$ terms cancel because $\omega_i^2=a_ib_i$. The cross terms leave
\begin{align}
\tilde\omega^2-(\omega_1C+\omega_2S)^2
&=CS\,(a_1b_2+a_2b_1-2\omega_1\omega_2)\nonumber\\
&=CS\left(\sqrt{a_1b_2}-\sqrt{a_2b_1}\right)^2\ge0,
\end{align}
since $\omega_1\omega_2=\sqrt{a_1b_2}\sqrt{a_2b_1}$. Hence $\tilde\omega\ge\omega_1C+\omega_2S\ge\omega_1$. A second independent vector completes the space and gives $\omega_1$ and $\omega_2$ themselves: the estimate has come down from above.

\section{The reduced problem and its pairs}

Let $V$ be an $n\times m$ matrix with orthonormal columns, $V^TV=1$. Approximate $p\approx Vx$ and $q\approx Vy$, and require the errors in \eqref{eq:pq} to be orthogonal to $V$. This gives
\begin{equation}
m_+x=\tilde\omega y,\qquad m_-y=\tilde\omega x,\qquad m_\pm=V^TM_\pm V.
\label{eq:red}
\end{equation}
Since $m_\pm=V^TAV\pm V^TBV$, the reduced problem has the form of the original one, and $(x,-y,-\tilde\omega)$ again accompanies $(x,y,\tilde\omega)$.

Reality follows from an assumption that is sufficient, though not necessary: $M_+$ and $M_-$ are positive definite, which means that the reference state is stable against these real and imaginary orbital rotations. In the example their lowest eigenvalues are $0.161$ and $0.137$~Ha. Then $u^Tm_\pm u=(Vu)^TM_\pm(Vu)>0$ for $u\ne0$, so $m_\pm$ are positive definite too.

Factor $m_-=LL^T$ with $L$ lower triangular (Cholesky). Eliminating $y$ from \eqref{eq:red} gives $m_-m_+x=\tilde\omega^2x$. With $x\propto Lw$ and multiplication by $L^{-1}$ from the left,
\begin{equation}
L^Tm_+L\,w=\tilde\omega^2w.
\label{eq:chol}
\end{equation}
This matrix is symmetric and positive definite. It has $m$ positive eigenvalues $\tilde\omega_k^2$ and orthonormal eigenvectors $w_k$, so there are $m$ real pairs $\pm\tilde\omega_k$. The vectors follow from
\begin{equation}
x_k=\frac{Lw_k}{\sqrt{\tilde\omega_k}},\qquad y_k=\frac{m_+x_k}{\tilde\omega_k}.
\end{equation}
The second equation of \eqref{eq:red} holds because $m_-y_k=m_-m_+x_k/\tilde\omega_k=\tilde\omega_kx_k$. The normalization is
\begin{equation}
x_j^Ty_k=\frac{w_j^TL^Tm_+Lw_k}{\sqrt{\tilde\omega_j\tilde\omega_k}\,\tilde\omega_k}
=\frac{\tilde\omega_k^2\,\delta_{jk}}{\sqrt{\tilde\omega_j\tilde\omega_k}\,\tilde\omega_k}=\delta_{jk}.
\label{eq:norm}
\end{equation}
For $j=k$ this is the usual condition $p^Tq=X^TX-Y^TY=1$. If $B=0$ (the Tamm--Dancoff approximation), then $m_+=m_-$ and the $\tilde\omega_k$ reduce to the ordinary Ritz values of $A$.

The pairs are protected because the trial space is closed under the swap of $X$ and $Y$, which is the map $(p,q)\to(p,-q)$. The shared basis is one way to secure this. In stacked form the trial space holds all $(X;Y)$ with both halves in the span of $V$, so it also holds every swapped vector $(Y;X)$. A general set of stacked vectors does not. For six random stacked vectors, project both matrices of \eqref{eq:casida}, sort the inverse energies $1/\tilde\omega$, and add to them the same list in reverse order. Perfect pairing would give zeros. The largest sum is $0.50$ of the largest $|1/\tilde\omega|$. Adding the six swapped partners reduces it to rounding error, although $p$ and $q$ then range over two different spans, those of the sums $X+Y$ and of the differences $X-Y$.

\section{Why every root is an upper bound}

Put $z=(p;q)$ and
\begin{equation}
H=\begin{pmatrix}M_+&0\\0&M_-\end{pmatrix},\qquad
N=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
\end{equation}
Equation \eqref{eq:pq} reads $Hz=\omega Nz$, or $Nz=\mu Hz$ with $\mu=1/\omega$. $H$ is positive definite, so $u=H^{1/2}z$ turns this into the eigenvalue problem of the symmetric matrix $H^{-1/2}NH^{-1/2}$. Order its eigenvalues as $\mu_1\ge\mu_2\ge\dots\ge\mu_{2n}$. The first $n$ are positive and equal $1/\omega_1,\dots,1/\omega_n$, with the $\omega_k$ ascending. Define
\begin{equation}
R(z)=\frac{z^TNz}{z^THz}=\frac{2\,p^Tq}{p^TM_+p+q^TM_-q}.
\label{eq:R}
\end{equation}
Then
\begin{equation}
\mu_k=\max_{\dim\mathcal S=k}\ \min_{0\ne z\in\mathcal S}R(z).
\label{eq:maxmin}
\end{equation}
To prove this, note first that the span of the eigenvectors $z_1,\dots,z_k$ has minimum $\mu_k$, because there $R$ is a weighted mean of $\mu_1,\dots,\mu_k$. Next, any $k$-dimensional $\mathcal S$ shares a nonzero vector with the span of $z_k,\dots,z_{2n}$, as the dimensions add up to $k+(2n-k+1)>2n$. On that vector $R\le\mu_k$, so no $\mathcal S$ does better.

Now allow only $z=(Vx;Vy)$. Because $V^TV=1$,
\begin{equation}
R=\frac{2\,x^Ty}{x^Tm_+x+y^Tm_-y},
\end{equation}
which is the quotient of the reduced problem. Its values $\tilde\mu_k=1/\tilde\omega_k$ obey \eqref{eq:maxmin} with fewer subspaces to choose from, so $\tilde\mu_k\le\mu_k$. For $k\le m$ both are positive, and inversion gives
\begin{equation}
\tilde\omega_k\ge\omega_k,\qquad k=1,\dots,m.
\label{eq:bound}
\end{equation}
If $V$ is contained in a larger basis $V'$, the same comparison gives $\tilde\omega_k(V')\le\tilde\omega_k(V)$. Every root is non-increasing as the basis grows; a root may also stay where it is.

For $k=1$, inversion of \eqref{eq:maxmin} is the Thouless minimum principle: $\omega_1$ is the minimum of $1/R$ over $p^Tq>0$. The error is of second order. Insert $z_1+\epsilon d$ and use $(H-\omega_1N)z_1=0$:
\begin{equation}
\frac1R-\omega_1=\frac{\epsilon^2\,d^T(H-\omega_1N)d}{(z_1+\epsilon d)^TN(z_1+\epsilon d)}.
\label{eq:second}
\end{equation}
For formaldehyde, adding random unit vectors times $\epsilon$ to $p$ and to $q$ raises $1/R$ by $4.64\times10^{-4}$~Ha at $\epsilon=10^{-2}$ and by $4.64\times10^{-6}$~Ha at $\epsilon=10^{-3}$.

The bound comes from restricting $R$ to a subspace. By the same argument it holds for the positive roots of any set of stacked trial vectors, but it does not carry over to every projection. The product $P=M_-M_+$ also has eigenvalues $\omega^2$, but it is in general not symmetric. Let $u$ be its unit eigenvector for $\omega_1^2$. Then $u^TPu=\omega_1^2$, so the lowest eigenvalue of the symmetric part $(P+P^T)/2$ cannot lie above $\omega_1^2$, and it lies below unless $u$ is also an eigenvector of that part. In the example $\omega_1^2=0.022183$~Ha$^2$. The lowest eigenvector $g$ of the symmetric part gives $g^TPg=0.021517$~Ha$^2$, which is too low. The same vector gives $(g^TM_+g)(g^TM_-g)=0.022335$~Ha$^2$, above the exact value as \eqref{eq:bound} requires.

\section{Growing the basis}

For each root that is followed, form the residuals
\begin{equation}
r_+=M_+Vx-\tilde\omega Vy,\qquad r_-=M_-Vy-\tilde\omega Vx.
\end{equation}
By \eqref{eq:red}, $V^Tr_\pm=0$: the residuals are orthogonal to the basis. The error of the vectors $Vx$ and $Vy$ can still have a part inside the basis; the coefficients $x,y$ are determined afresh once the basis has grown. To estimate the missing parts $\delta p,\delta q$, replace $M_\pm$ acting on them by the diagonal matrix $D$ of orbital gaps and keep $\tilde\omega$ fixed:
\begin{equation}
D\,\delta p-\tilde\omega\,\delta q=-r_+,\qquad D\,\delta q-\tilde\omega\,\delta p=-r_-.
\end{equation}
The sum gives
\begin{equation}
\delta p+\delta q=(\tilde\omega-D)^{-1}(r_++r_-).
\end{equation}
This is the part with small denominators. It lies in the span of the two vectors $(\tilde\omega-D)^{-1}r_+$ and $(\tilde\omega-D)^{-1}r_-$, and both are added to the basis. The difference $\delta p-\delta q$ has denominators $\tilde\omega+D$ and is not reproduced by this choice. That can affect the speed but not the bound, which holds for any added vectors.

The algorithm is as follows.
\begin{enumerate}
\item Start with unit vectors for the transitions of smallest orbital gap.
\item Compute $M_+V$ and $M_-V$ for the new columns, and form $m_\pm$.
\item Solve \eqref{eq:chol} and keep the lowest roots.
\item Compute $r_\pm$, and stop if they are below their limits.
\item Divide the residuals of unconverged roots by $\tilde\omega-D$, replacing denominators smaller than $0.01$~Ha in size by $0.01$~Ha.
\item Orthonormalize these vectors against $V$ and each other, drop those with almost nothing new, append the rest to $V$, and return to step 2.
\end{enumerate}
If step 6 leaves nothing, append the residuals themselves. They are nonzero and orthogonal to $V$, so the basis must grow. At $m=n$ nothing is orthogonal to $V$ and the residuals vanish. In exact arithmetic the process therefore ends. The method needs $M_\pm$ only through their products with vectors; the small example stores the matrices.

\section{The four lowest roots}

The run starts from 16 vectors and follows eight roots. Four are reported, with residual limit $10^{-6}$~Ha. The other four are guard roots, with limit $10^{-3}$~Ha. The table gives the excess of roots 1 and 4 over dense diagonalization, and the largest residual norm among the reported roots, all in Ha.
\begin{center}
\begin{tabular}{rrccc}
step & $m$ & root 1 & root 4 & residual\\
1 & 16 & $1.4\times10^{-3}$ & $2.0\times10^{-2}$ & $1.6\times10^{-1}$\\
2 & 32 & $1.7\times10^{-6}$ & $4.1\times10^{-4}$ & $3.0\times10^{-2}$\\
4 & 62 & $2\times10^{-12}$ & $2.1\times10^{-7}$ & $9.0\times10^{-4}$\\
6 & 80 & rounding & $1.0\times10^{-10}$ & $2.5\times10^{-5}$\\
8 & 88 & rounding & rounding & $7.3\times10^{-7}$
\end{tabular}
\end{center}
Roots are counted by position, not by character: at step 1 the fourth value, $0.3825$~Ha, estimates the state at $0.3816$~Ha, while the state that ends as root 4 is still fifth, at $0.3889$~Ha, among the guard roots. The energies fall much faster than the residuals, in line with \eqref{eq:second}. The final values are
\begin{align}
\omega_1&=0.14894\ \text{Ha}=4.053\ \text{eV}, & \omega_2&=0.33781\ \text{Ha}=9.192\ \text{eV},\nonumber\\
\omega_3&=0.34409\ \text{Ha}=9.363\ \text{eV}, & \omega_4&=0.36266\ \text{Ha}=9.869\ \text{eV}.\nonumber
\end{align}
They are the converged eigenvalues of these matrices, that is, for this functional, basis set and a coarse integration grid; the agreement says nothing about their distance from experiment. They are not converged in the basis: with diffuse functions on C and O (6-31+G*) the lowest root drops by about $0.07$~eV, and the next three roots lie near $7.2$, $7.9$ and $8.2$~eV, in a different order of symmetries.

\section{Restarts}

When $V$ becomes too large, it can be collapsed to the span of the vectors $Vx_k$ and $Vy_k$ of all followed roots. This leaves those roots unchanged. The collapsed space lies inside the old one, so no root can fall. It also contains the solutions $1,\dots,k$, whose span has minimum $R=1/\tilde\omega_k$ by \eqref{eq:norm}, so root $k$ cannot rise.

Keeping only the $Vx_k$ breaks the second half of the argument. In a basis of the 24 transitions with the smallest gaps, collapse to both sets for four roots changes those roots by rounding error. Collapse to the $Vx_k$ alone raises all four, the fourth most, by $0.012$~Ha. With both sets kept and at most 40 basis vectors, the run above takes 11 steps instead of 8, with four restarts, and reaches the same energies.

\section{What the bound does not promise}

Vanishing residuals prove that a value is an eigenvalue. They do not prove that it is among the lowest. Following four roots from eight start vectors, without guard roots, gives $0.148940$, $0.337812$, $0.344087$ and $0.381643$~Ha. The last value respects \eqref{eq:bound}, yet the true fourth root, at $0.362661$~Ha, has been skipped.

Symmetry explains the omission. The overlap $\sum_{ia}|p_{ia}||p'_{ia}|$ of the skipped state with each state found is below $10^{-9}$, so they share practically no orbital transitions. Corrections to the followed roots then bring in nothing that improves the skipped one, and its poor estimate stays above the four that are followed. The run with guard roots and 16 start vectors finds it. Of these two changes the guard roots decide the outcome here: without them, 16 start vectors still skip a root, and with them eight start vectors are enough. They are no guarantee, since with exact symmetry a state cannot be reached from a start space that lacks its symmetry.

A single start vector shows the same effect more sharply. Take the transition of smallest gap whose behaviour under the molecule's two mirror reflections differs from that of the lowest state. Its first estimate is $0.460795$~Ha. If all matrix elements between different symmetries are set to zero, the run can never leave its own symmetry, and it converges to root 4. In the computed matrices these elements are not zero but at most $1.2\times10^{-13}$~Ha. With them kept, and a residual limit of $10^{-8}$~Ha in both runs, the same start descends to root 1. The two runs differ in nothing else, so the tiny coupling is the cause. A likely mechanism is that normalizing ever smaller corrections magnifies their wrong-symmetry part. The skipped root above shows that such noise cannot be relied on to find missing states.

The bound is no longer guaranteed if $M_+$ or $M_-$ is not positive definite, because \eqref{eq:maxmin} rests on a positive $H$. The subspace can reveal this: if $u^Tm_\pm u<0$ for some $u$, then $Vu$ is a direction in which the full $M_\pm$ is negative, and the reference state is unstable.
